# When the photoluminescence decay time is not the carrier lifetime: verification in Python

```python
"""Photoluminescence (PL) decay time versus carrier lifetime.

Result under test: if electron and hole densities are equal and decay
as exp(-t/tau) through traps, weak emission S = B*n*p decays with tau/2.
The limits of this rule are tested too: doping, strong radiative loss,
many traps, bound excitons, and uneven depth profiles.

Symbols: n, p free electron and hole densities; trapped = electrons in
traps; t_e, t_h capture times; tau = t_e + t_h; B radiative and C Auger
coefficients; p0 background hole density.
Internal units: time ns, length nm, density 1e15 cm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

UNIT = 1e15                       # cm^-3 per internal density unit


def evolve(times, traps, c_e, c_h, p0=0.0, filled=0.0, B=0.0, C=0.0):
    """Integrate free carriers and trap filling after a unit excitation."""
    def rates(_, y):
        n, p, trapped = y
        electron_capture = c_e * n * (traps - trapped)
        hole_capture = c_h * p * trapped
        direct = B * n * p + C * n * p * (n + p) / 2
        return [-electron_capture - direct, -hole_capture - direct,
                electron_capture - hole_capture]
    out = solve_ivp(rates, (0.0, times[-1]), [1.0, 1.0 + p0, filled],
                    method="LSODA", t_eval=times, rtol=1e-10, atol=1e-14)
    assert out.success
    return out.y


def fit_time(times, signal):
    return -1 / np.polyfit(times, np.log(signal), 1)[0]


def local_time(times, signal):
    logs = np.log(signal)
    return (times[2:] - times[:-2]) / (logs[:-2] - logs[2:])


# Rough perovskite-film parameters
T = 300.0
t_e, t_h = 100.0, 200.0
tau = t_e + t_h
traps_cm, p0_cm, B_cm, C_cm = 1e13, 1e13, 1e-10, 1e-28
traps, p0 = traps_cm / UNIT, p0_cm / UNIT
B, C = B_cm * UNIT * 1e-9, C_cm * UNIT**2 * 1e-9
few = 1e-5                        # trap density for the ideal limit
window = np.linspace(10.0, 355.0, 346)


def film(trap_density, **extra):
    n, p, _ = evolve(window, trap_density, 1 / (t_e * trap_density),
                     1 / (t_h * trap_density), **extra)
    return n, p


# Ideal case: explicit trap dynamics gives tau and tau/2
n, p = film(few)
ideal_n, ideal_pl = fit_time(window, n), fit_time(window, n * p)
assert abs(ideal_n / tau - 1) < 1e-3
assert abs(ideal_pl / (tau / 2) - 1) < 1e-3

# Effects added singly, then together
cases = {"finite traps": (traps, {}), "radiative": (few, {"B": B}),
         "background": (few, {"p0": p0}), "Auger": (few, {"C": C})}
single = {}
for name, (density, extra) in cases.items():
    n, p = film(density, **extra)
    single[name] = fit_time(window, n * p)
n, p = film(traps, p0=p0, B=B, C=C)
full_n, full_pl = fit_time(window, n), fit_time(window, n * p)
full_cond = fit_time(window, n + p - p0)
assert 0.5 < full_pl / full_n < 0.53

# Background holes: local times from high to low excess density
long_times = np.arange(10.0, 1501.0)
p_bg = 0.1
n, p, _ = evolve(long_times, few, 1 / (t_e * few), 1 / (t_h * few), p0=p_bg)
mid = n[1:-1]
bg_n, bg_pl = local_time(long_times, n), local_time(long_times, n * p)
formula_n = t_e + t_h * mid / (p_bg + mid)
formula_pl = formula_n * (p_bg + mid) / (p_bg + 2 * mid)
assert np.max(abs(bg_n / formula_n - 1)) < 1e-3
assert np.max(abs(bg_pl / formula_pl - 1)) < 1e-3
ratios = [5.0, 1.0, 0.1]
table = [(r, np.interp(r * p_bg, mid[::-1], bg_n[::-1]),
          np.interp(r * p_bg, mid[::-1], bg_pl[::-1])) for r in ratios]

# Equal capture times: constant PL time, changing carrier lifetime
n, p, _ = evolve(long_times, few, 1 / (t_e * few), 1 / (t_e * few), p0=p_bg)
equal_n, equal_pl = local_time(long_times, n), local_time(long_times, n * p)
assert np.max(abs(equal_pl / t_e - 1)) < 1e-3
assert equal_n[0] / equal_n[-1] > 1.8

# Strong radiative loss shortens the PL time below tau/2
B_strong = 20 * B
times = np.arange(10.0, 900.0)
n, p, _ = evolve(times, few, 1 / (t_e * few), 1 / (t_h * few), B=B_strong)
strong_pl = local_time(times, n * p)
expected = tau / 2 / (1 + B_strong * n[1:-1] * tau)
assert np.max(abs(strong_pl / expected - 1)) < 1e-3

# Many electron-filled hole traps: holes vanish, electrons remain
many, hole_time, slow_c_e = 100.0, 100.0, 1e-5
times = np.linspace(0.0, 300.0, 301)
n, p, _ = evolve(times, many, slow_c_e, 1 / (hole_time * many), filled=many)
persistent_pl, electrons_left = fit_time(times, n * p), n[-1]
assert abs(persistent_pl / hole_time - 1) < 0.02   # 1 percent trap emptying
assert electrons_left > 0.98

# Exciton equilibrium: power of PL against total pair density
kT = const.k * T
kT_eV = kT / const.e
mass, binding_eV = 0.2, 0.015
K_cm = ((mass / 2 * const.m_e * kT / (2 * np.pi * const.hbar**2))**1.5
        * np.exp(-binding_eV / kT_eV) * 1e-6)


def pl_power(x):
    def log_pl(log_total):
        free = (np.sqrt(1 + 4 * np.exp(log_total)) - 1) / 2
        return 2 * np.log(free)
    centre, h = np.log(x + x * x), 1e-3
    return (log_pl(centre + h) - log_pl(centre - h)) / (2 * h)


x_film = UNIT / K_cm
for x in (x_film, 1.0, 100.0):
    assert abs(pl_power(x) - 2 * (1 + x) / (1 + 2 * x)) < 1e-5

# Diffusion through the film with recombination at both surfaces
thickness, absorption, mobility, surface_cm = 500.0, 100.0, 10.0, 10.0
D_cm = mobility * kT_eV
D, surface = D_cm * 1e5, surface_cm * 1e-2         # nm^2/ns, nm/ns
cells = 200
dz = thickness / cells
z = (np.arange(cells) + 0.5) * dz
diagonal = np.full(cells, -2 * D / dz**2)
diagonal[[0, -1]] = -D / dz**2 - surface / dz
w, modes = eigh_tridiagonal(diagonal, np.full(cells - 1, D / dz**2))
start = np.exp(-z / absorption)
start /= start.mean()


def depth_signals(t):
    profile = modes @ (np.exp((w - 1 / tau) * t) * (modes.T @ start))
    return np.array([profile.mean(), (profile**2).mean()])


late_n, late_pl = 100 / np.log(depth_signals(50.0) / depth_signals(150.0))
alpha = brentq(lambda a: a * np.tan(a * thickness / 2) - surface / D,
               1e-9, 0.99 * np.pi / thickness)
assert abs(late_n * (1 / tau + D * alpha**2) - 1) < 1e-3
assert abs(late_pl / late_n - 0.5) < 1e-3
n_left, pl_left = depth_signals(5.0) / depth_signals(0.0)
half = thickness / (2 * absorption)
spread = half / np.tanh(half)
assert abs(pl_left * spread / n_left**2 - 1) < 2e-3
spread_time = thickness**2 / (np.pi**2 * D)


def band_density(temp):
    return 2 * (mass * const.m_e * const.k * temp
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


trap_depth, T_warm = 0.6, 340.0
release = band_density(T_warm) * np.exp(
    -trap_depth * const.e / (const.k * T_warm))
capture_cm = 1e9 / (t_e * traps_cm)
speed_cm = 100 * np.sqrt(3 * kT / (mass * const.m_e))
assert release < 1e-3 * UNIT

print(f"Temperature {T:.0f} K; kT {kT_eV:.5f} eV")
print(f"Mean initial density {UNIT:.1e} cm^-3")
print(f"Trap density {traps_cm:.1e}, background {p0_cm:.1e} cm^-3")
print(f"Capture times: electron {t_e:.0f}, hole {t_h:.0f} ns")
print(f"B {B_cm:.1e} cm^3/s; C {C_cm:.1e} cm^6/s")
print(f"Electron capture cross-section {capture_cm/speed_cm:.2e} cm^2")
print(f"Fit window {window[0]:.0f} to {window[-1]:.0f} ns")
print(f"Ideal carrier time {ideal_n:.2f} ns")
print(f"Ideal PL time {ideal_pl:.2f} ns")
for name, value in single.items():
    print(f"PL time with {name} only {value:.2f} ns")
print(f"All four effects: electron time {full_n:.2f} ns")
print(f"All four effects: PL time {full_pl:.2f} ns")
print(f"All four: photoconductance time {full_cond:.2f} ns (equal mobility)")
print(f"All four: PL/electron time ratio {full_pl/full_n:.4f}")
print(f"Initial B*N*tau {B*tau:.4f}; C*N^2*tau {C*tau:.1e}")
print(f"Doping test: background {p_bg*UNIT:.1e} cm^-3")
for r, a, b in table:
    print(f"Excess/background {r:.1f}: carrier {a:.1f}, PL {b:.1f} ns")
print(f"Equal capture times, both {t_e:.0f} ns:")
print(f"  carrier time {equal_n[0]:.1f} to {equal_n[-1]:.1f} ns")
print(f"  PL time {equal_pl[0]:.2f} to {equal_pl[-1]:.2f} ns")
print(f"Strong B {B_strong*1e9/UNIT:.1e} cm^3/s:")
print(f"  PL time {strong_pl[0]:.1f} ns early, {strong_pl[-1]:.1f} ns late")
print(f"Many hole traps {many*UNIT:.1e} cm^-3, t_h {hole_time:.0f} ns:")
print(f"  PL time {persistent_pl:.2f} ns")
print(f"  electrons left at {times[-1]:.0f} ns: {electrons_left:.4f}")
print(f"Masses {mass:.1f} m_e; exciton binding {binding_eV:.3f} eV")
print(f"Exciton constant K {K_cm:.2e} cm^-3; n_x/n {x_film:.4f}")
print(f"PL power: film {pl_power(x_film):.4f}, n/K=100 {pl_power(100.0):.4f}")
print(f"Thickness {thickness:.0f} nm; absorption length {absorption:.0f} nm")
print(f"Mobility {mobility:.0f} cm2/Vs; D {D_cm:.4f} cm^2/s")
print(f"Depth spreading time {spread_time:.2f} ns; factor {spread:.3f}")
print(f"Left at 5 ns: carriers {n_left:.4f}, PL {pl_left:.4f}")
print(f"Surface velocity {surface_cm:.0f} cm/s")
print(f"Surface loss time alone {1/(D*alpha**2):.0f} ns")
print(f"Late times with surfaces: carrier {late_n:.2f}, PL {late_pl:.2f} ns")
print(f"Peak initial density/band density {start[0]*UNIT/band_density(T):.1e}")
print(f"Trap depth {trap_depth:.1f} eV; warm device {T_warm:.0f} K")
print(f"Trap release density n1 when warm {release:.1e} cm^-3")
print(f"Diffusion length from electron time {np.sqrt(D*full_n):.0f} nm")
print(f"Diffusion length from PL time {np.sqrt(D*full_pl):.0f} nm")
print("verified")
```

Printed output:

```
Temperature 300 K; kT 0.02585 eV
Mean initial density 1.0e+15 cm^-3
Trap density 1.0e+13, background 1.0e+13 cm^-3
Capture times: electron 100, hole 200 ns
B 1.0e-10 cm^3/s; C 1.0e-28 cm^6/s
Electron capture cross-section 3.83e-14 cm^2
Fit window 10 to 355 ns
Ideal carrier time 300.00 ns
Ideal PL time 150.00 ns
PL time with finite traps only 149.69 ns
PL time with radiative only 147.54 ns
PL time with background only 149.53 ns
PL time with Auger only 150.00 ns
All four effects: electron time 288.94 ns
All four effects: PL time 146.76 ns
All four: photoconductance time 290.78 ns (equal mobility)
All four: PL/electron time ratio 0.5079
Initial B*N*tau 0.0300; C*N^2*tau 3.0e-05
Doping test: background 1.0e+14 cm^-3
Excess/background 5.0: carrier 266.7, PL 145.5 ns
Excess/background 1.0: carrier 200.0, PL 133.3 ns
Excess/background 0.1: carrier 118.2, PL 108.3 ns
Equal capture times, both 100 ns:
  carrier time 190.4 to 100.0 ns
  PL time 100.00 to 100.00 ns
Strong B 2.0e-09 cm^3/s:
  PL time 95.8 ns early, 147.2 ns late
Many hole traps 1.0e+17 cm^-3, t_h 100 ns:
  PL time 100.65 ns
  electrons left at 300 ns: 0.9980
Masses 0.2 m_e; exciton binding 0.015 eV
Exciton constant K 2.22e+17 cm^-3; n_x/n 0.0045
PL power: film 1.9911, n/K=100 1.0050
Thickness 500 nm; absorption length 100 nm
Mobility 10 cm2/Vs; D 0.2585 cm^2/s
Depth spreading time 0.98 ns; factor 2.534
Left at 5 ns: carriers 0.9814, PL 0.3802
Surface velocity 10 cm/s
Surface loss time alone 2501 ns
Late times with surfaces: carrier 267.87, PL 133.93 ns
Peak initial density/band density 2.2e-03
Trap depth 0.6 eV; warm device 340 K
Trap release density n1 when warm 3.5e+09 cm^-3
Diffusion length from electron time 2733 nm
Diffusion length from PL time 1948 nm
verified
```
